# Zeros of a Diagonal Green's Function and Poles of the Self-Energy

Suppose the self-energy of an interacting electron is replaced by a constant. The Dyson equation then has a single solution for each orbital that diagonalizes the one-body energy plus that constant, and every other peak of the spectrum of such an orbital is lost. Suppose instead that the self-energy is extracted from a computed Green's function \(G\) by forming \(1/G\). At certain frequencies between the peaks the answer diverges, which may look like a numerical fault. Both difficulties have the same origin: a diagonal element of \(G\) with several poles must vanish between them, and where it vanishes its inverse has a pole.

Let \(H\) be the Hamiltonian of a system of fermions, with a non-degenerate \(N\)-particle ground state \(|0\rangle\) of energy \(E_0\), and set \(\hbar=1\). Let \(c\) annihilate a particle in a normalized orbital \(\phi\), so that \(\{c,c^\dagger\}=1\), and let \(h=\langle\phi|\hat h|\phi\rangle\) be the mean one-body energy of that orbital. With \(c(t)=e^{iHt}c\,e^{-iHt}\), the diagonal element of the Green's function is, for \(\operatorname{Im}z>0\),

\[
G(z)=-i\int_0^\infty dt\,e^{izt}\,\langle 0|c(t)c^\dagger+c^\dagger c(t)|0\rangle .
\]

Insert a complete set of states \(|n\rangle\) with \(N+1\) particles in the first term and \(|m\rangle\) with \(N-1\) particles in the second:

\[
\langle 0|c(t)c^\dagger|0\rangle=\sum_n|\langle n|c^\dagger|0\rangle|^2e^{-i(E_n-E_0)t},\qquad
\langle 0|c^\dagger c(t)|0\rangle=\sum_m|\langle m|c|0\rangle|^2e^{-i(E_0-E_m)t}.
\]

Every term has the form \(w\,e^{-i\varepsilon t}\), where \(\varepsilon\) is an addition energy \(E_n-E_0\) or a removal energy \(E_0-E_m\). Since \(-i\int_0^\infty e^{i(z-\varepsilon)t}dt=1/(z-\varepsilon)\), the result is the Lehmann representation

\[
G(z)=\sum_{n=1}^{M}\frac{w_n}{z-\varepsilon_n},\qquad w_n>0,\qquad \sum_n w_n=1 .
\]

Here terms with equal \(\varepsilon\) have been merged, terms of zero weight dropped, and the remaining poles numbered in increasing order. The weights are positive because each is a sum of squared moduli. They add up to \(\langle 0|cc^\dagger+c^\dagger c|0\rangle=1\). For now \(M\) is finite. The formula also defines \(G(\omega)\) at real \(\omega\) away from the poles, where the infinitesimal shifts that distinguish the retarded from the time-ordered function have no effect.

Differentiation gives

\[
G'(\omega)=-\sum_n\frac{w_n}{(\omega-\varepsilon_n)^2}<0 ,
\]

so \(G\) decreases strictly in each interval between adjacent poles. It does not decrease across a pole, where it jumps from \(-\infty\) to \(+\infty\). Just above \(\varepsilon_n\) the term \(w_n/(\omega-\varepsilon_n)\) is large and positive while the others stay bounded, so \(G\to+\infty\). Just below \(\varepsilon_{n+1}\) the term \(w_{n+1}/(\omega-\varepsilon_{n+1})\) is large and negative, so \(G\to-\infty\). By continuity \(G\) vanishes somewhere in between, and by monotonicity it does so once. The zero is simple because \(G'\neq0\) there.

There are no other zeros. Below \(\varepsilon_1\) every term is negative, and above \(\varepsilon_M\) every term is positive. Off the real axis, with \(z=x+iy\),

\[
\operatorname{Im}G(z)=-y\sum_n\frac{w_n}{|z-\varepsilon_n|^2}\neq0 .
\]

Thus \(M\) poles are accompanied by \(M-1\) zeros \(z_j\), all real, one in each gap.

If the spectrum also has a continuum, part of the sum becomes an integral with positive weight. The argument still holds in an interval that is free of spectrum and bounded by two isolated poles. If an edge of the interval belongs to a continuum instead, \(G\) need not diverge there, and monotonicity guarantees only that there is at most one zero.

Now define the scalar self-energy \(S\) by solving a one-orbital Dyson equation:

\[
\frac1{G(\omega)}=\omega-h-S(\omega)\quad\Longleftrightarrow\quad S(\omega)=\omega-h-\frac1{G(\omega)} .
\]

Near a zero, \(G(\omega)=G'(z_j)(\omega-z_j)+\dots\), so \(S\) has a simple pole with residue

\[
r_j=-\frac1{G'(z_j)}=\left[\sum_n\frac{w_n}{(z_j-\varepsilon_n)^2}\right]^{-1}>0 .
\]

At a pole of \(G\), on the other hand, \(1/G\) vanishes and \(S\) takes the finite value \(\varepsilon_n-h\). The poles of \(S\) are therefore the zeros of \(G\) and nothing else.

The remaining part of \(S\) follows from large \(\omega\). With the moments \(\mu_p=\sum_nw_n\varepsilon_n^p\),

\[
G=\frac1\omega\left(1+\frac{\mu_1}{\omega}+\frac{\mu_2}{\omega^2}+\dots\right),\qquad
\frac1G=\omega-\mu_1-\frac{\mu_2-\mu_1^2}{\omega}+\dots
\]

Once its poles are subtracted, the rational function \(S\) is a polynomial. It tends to \(\mu_1-h\) at infinity, so it is that constant. Hence

\[
S(\omega)=S_\infty+\sum_{j=1}^{M-1}\frac{r_j}{\omega-z_j},\qquad S_\infty=\mu_1-h,\qquad \sum_jr_j=\mu_2-\mu_1^2 .
\]

The total strength of the frequency dependence is the variance of the spectrum seen by the orbital. If \(M=1\) the variance is zero, there is no gap to hold a zero, and \(S\) is constant.

The path can be retraced from \(S\) to \(G\). The poles of \(G\) solve \(\varepsilon_n-h-S(\varepsilon_n)=0\). Near such a pole \(1/G\approx(\omega-\varepsilon_n)/w_n\), while the derivative of \(1/G\) is \(1-S'\), so

\[
w_n=\frac1{1-S'(\varepsilon_n)} .
\]

Since \(S'=-\sum_jr_j/(\omega-z_j)^2\) is negative or zero, no weight exceeds one.

A pole of \(S\) is not an excitation seen by the orbital. Just above the axis, with \(\eta\) small compared with the distance from \(z_j\) to the nearest pole of \(G\) (a larger broadening lets that pole fill in the dip of the spectral function), \(G(z_j+i\eta)\approx i\eta\,G'(z_j)\), which is small, whereas \(S(z_j+i\eta)\approx -ir_j/\eta\), which is large. A tall spike in \(-\operatorname{Im}S\) where the spectral function \(-\operatorname{Im}G/\pi\) is nearly zero is what the exact theory demands.

What the energies \(z_j\) are can be seen by writing \(G\) as one resolvent. Let \(K\) be the block-diagonal matrix of \(H-E_0\) in the \((N+1)\)-particle space and \(E_0-H\) in the \((N-1)\)-particle space, and let \(f=(c^\dagger|0\rangle,\,c|0\rangle)\), a vector of unit norm. The Lehmann sum is then \(G=f^\dagger(\omega-K)^{-1}f\). To evaluate it, solve \((\omega-K)x=f\) with \(x=x_0f+Qy\), where the columns of \(Q\) are an orthonormal basis of the complement of \(f\). With \(b=Q^\dagger Kf\), the components along \(f\) and along \(Q\) are

\[
(\omega-f^\dagger Kf)\,x_0-b^\dagger y=1,\qquad (\omega-Q^\dagger KQ)\,y=b\,x_0 .
\]

Eliminating \(y\), and noting that \(G=f^\dagger x=x_0\), one finds

\[
\frac1G=\omega-f^\dagger Kf-b^\dagger(\omega-Q^\dagger KQ)^{-1}b .
\]

Comparison with the definition of \(S\) shows that the \(z_j\) are the eigenvalues of \(K\) with the direction \(f\) removed, insofar as they couple to \(f\), and that \(r_j\) is the squared coupling. The corresponding eigenvectors are not stationary states of the system: an eigenvector of \(K\) orthogonal to \(f\) would have no coupling to \(f\). When both parts of \(f\) are nonzero, the complement of \(f\) contains the combination of \(c^\dagger|0\rangle\) and \(c|0\rangle\) orthogonal to \(f\), so an eigenvector of \(Q^\dagger KQ\) in general mixes \(N+1\) and \(N-1\) particles. A \(z_j\) is not an addition or removal energy seen by the orbital.

The name self-energy usually refers to the matrix \(\Sigma\) in \(\mathbf G=(\omega-\mathbf h-\Sigma)^{-1}\). If symmetry makes \(\mathbf G\) and \(\mathbf h\) diagonal in \(\phi\), then \(S=\Sigma_{\phi\phi}\). In general it is not. Call the orbital 1 and the remaining orbitals \(R\), and put \(\mathbf M=\mathbf h+\Sigma\). The same elimination, applied to \(\omega-\mathbf M\), gives

\[
S=\Sigma_{11}+\mathbf M_{1R}\,(\omega-\mathbf M_{RR})^{-1}\,\mathbf M_{R1} .
\]

The second term describes a particle that leaves orbital 1, moves through the others and returns. The zeros of \(G_{11}\) are poles of this whole expression, and \(\Sigma_{11}\) alone may be finite there.

Non-interacting electrons on a ring of four sites with matrix element \(-t\) between neighbours show this plainly. Here \(\Sigma=0\), the levels are \(-2t,0,0,2t\), and each orbital has weight \(1/4\) on a site, so

\[
G_{11}=\frac14\left[\frac1{\omega+2t}+\frac2\omega+\frac1{\omega-2t}\right]=\frac{\omega^2-2t^2}{\omega(\omega^2-4t^2)} .
\]

There are three poles and two zeros, at \(\pm\sqrt2\,t\). Since \(h_{11}=0\),

\[
S=\omega-\frac{\omega(\omega^2-4t^2)}{\omega^2-2t^2}=\frac{2t^2\omega}{\omega^2-2t^2}=\frac{t^2}{\omega-\sqrt2\,t}+\frac{t^2}{\omega+\sqrt2\,t} ,
\]

which comes from hopping alone. The same ring shows why the element must be diagonal. Between neighbouring sites the level of wave number \(k\) enters with the factor \(e^{-ik}/4\), which need not be positive. The two levels at zero energy cancel, and

\[
G_{12}=\frac14\left[\frac1{\omega+2t}-\frac1{\omega-2t}\right]=\frac{t}{4t^2-\omega^2} .
\]

This is positive everywhere between its adjacent poles at \(\pm2t\), with a smallest value of \(0.25/t\). It has no zero there.

For an interacting example take the Hubbard ring of four sites with \(U=6t\) and one electron of each spin, solved by complete diagonalization. The ground state is non-degenerate, with \(E_0=-3.2915\,t\). Translation symmetry makes \(\mathbf G\) diagonal in the momentum orbitals, so for these \(S\) is the true self-energy. The spin-up orbital \(k=0\) has \(h=-2t\), and its element has the following poles and zeros, in units of \(t\).

| Pole \(\varepsilon_n\) | Weight \(w_n\) | Next zero \(z_j\) | Residue \(r_j/t^2\) |
|---|---|---|---|
| −1.2915 (removal) | 0.9074 | 3.4740 | 0.9212 |
| 3.6458 (addition) | 0.0308 | 8.3456 | 5.5539 |
| 8.9373 (addition) | 0.0590 | 11.2634 | 0.2749 |
| 11.2915 (addition) | 0.0029 | none | none |

In the first gap, at fractions 0.10, 0.25, 0.50, 0.75 and 0.90 of its width, \(tG\) falls through 1.825, 0.720, 0.347, 0.211 and 0.131. It is still positive at the last of these points. At \(\omega=3.4740\,t\) the four terms of the Lehmann sum cancel:

\[
tG=\frac{0.9074}{4.7655}-\frac{0.03078}{0.17174}-\frac{0.0590}{5.4632}-\frac{0.0029}{7.8175}
\approx0.1904-0.1792-0.0108-0.0004=0 .
\]

The zero lies close to the upper pole because that pole has little weight: its term can balance the strong removal term only at a short distance. The slope at the zero is \(G'=-1.08558/t^2\), so the residue is \(t^2/1.08558=0.9212\,t^2\), as listed.

The static part and the sum of the residues can be found without the spectrum. Let \(B=[c,H]\). Its matrix elements are those of \(c\) multiplied by \(\varepsilon\), because \(\langle0|B|n\rangle=(E_n-E_0)\langle0|c|n\rangle\) and \(\langle m|B|0\rangle=(E_0-E_m)\langle m|c|0\rangle\). Therefore

\[
\mu_1=\langle\{B,c^\dagger\}\rangle,\qquad \mu_2=\langle\{B,B^\dagger\}\rangle .
\]

For the interaction \(U\sum_in_{i\uparrow}n_{i\downarrow}\) and a spin-up momentum orbital,

\[
B=hc+A,\qquad A=U\sum_i\phi_i^*\,c_{i\uparrow}n_{i\downarrow} .
\]

The anticommutators needed are \(\{c_{i\uparrow}n_{i\downarrow},c_{j\uparrow}^\dagger\}=\delta_{ij}n_{i\downarrow}\) and \(\{c_{i\uparrow}n_{i\downarrow},c_{j\uparrow}^\dagger n_{j\downarrow}\}=\delta_{ij}n_{i\downarrow}\), the latter because \(n_{i\downarrow}^2=n_{i\downarrow}\). With the uniform density \(n=\langle n_{i\downarrow}\rangle=1/4\),

\[
\mu_1=h+Un,\qquad \mu_2=h^2+2hUn+U^2n ,
\]

and therefore

\[
S_\infty=Un=1.5\,t,\qquad \sum_jr_j=U^2n(1-n)=36\times\tfrac14\times\tfrac34\,t^2=6.75\,t^2 .
\]

The listed residues do add up to 6.75. Keeping only \(S_\infty\) would give one pole, at \(h+S_\infty=-0.5\,t\) with weight one. The full self-energy at the removal pole is instead

\[
\frac{S}{t}=1.5-\frac{0.9212}{4.7655}-\frac{5.5539}{9.6371}-\frac{0.2749}{12.5549}\approx0.7085 ,
\]

and \(h+S=-1.2915\,t\) reproduces the pole. There \(S'=-0.1021\), so the weight is \(1/1.1021=0.9074\), again as listed.

The operator \(A\) also gives the self-energy as a ratio of two correlation functions. Write \(g(t)=\langle\{c(t),c^\dagger\}\rangle\), with \(g(0)=1\) and \(g'(t)=-i\langle\{B(t),c^\dagger\}\rangle\). Integration by parts for \(\operatorname{Im}z>0\) gives

\[
zG(z)=1+\int_0^\infty dt\,e^{izt}g'(t)=1+hG(z)+F(z),
\]

\[
F(z)=-i\int_0^\infty dt\,e^{izt}\langle\{A(t),c^\dagger\}\rangle .
\]

Hence \((z-h)G=1+F\), and \(S=z-h-1/G=F/G\). When \(z\) approaches a zero of \(G\), \(F\) tends to \(-1\). The numerator does not vanish with the denominator, so the pole of the self-energy cannot cancel.

In the same interacting ring, a site orbital has 14 poles and 13 zeros. The first zero above the removal poles is at \(-0.667\,t\), where \(S\) has a pole of residue \(1.239\,t^2\). The matrix element \(\Sigma_{11}\) has the ordinary value \(0.869\,t\) there, and the nearest pole of the matrix self-energy is \(2.44\,t\) away. At this frequency the divergence comes from the path through the other sites.

The numerical check tests the ordering of poles and zeros, the residues and the equation of motion for all four momenta. It also compares the Lehmann sum with the time integral that defines \(G\): for \(k=0\) at \(z=(0.5+1.0i)\,t\), both give \((0.3701-0.2192i)/t\).

## Computed results

```
Hopping t = 1.0, repulsion U = 6.0 (units of t), sites = 4
Ground-state energy E0 = -3.291503 t
Opposite-spin density per site n = 0.2500
--- k = 0 orbital ---
Orbital energy h = -2.000000 t
Pole of G -1.291503 t, weight 0.907353, removal
Pole of G 3.645751 t, weight 0.030782, addition
Pole of G 8.937254 t, weight 0.059009, addition
Pole of G 11.291503 t, weight 0.002856, addition
Zero of G = pole of S 3.474007 t, residue 0.921163 t^2, G' there -1.085584 t^-2
Zero of G = pole of S 8.345580 t, residue 5.553936 t^2, G' there -0.180052 t^-2
Zero of G = pole of S 11.263418 t, residue 0.274901 t^2, G' there -3.637677 t^-2
Static part of S = 1.500000 t
Sum of residues = 6.750000 t^2
First gap, fraction 0.10: w = -0.797777 t, G = 1.824543 /t
First gap, fraction 0.25: w = -0.057189 t, G = 0.719982 /t
First gap, fraction 0.50: w = 1.177124 t, G = 0.347198 /t
First gap, fraction 0.75: w = 2.411438 t, G = 0.210733 /t
First gap, fraction 0.90: w = 3.152026 t, G = 0.131299 /t
S at lowest pole of G = 0.708497 t
h + S at lowest pole = -1.291503 t
S' at lowest pole = -0.102107
1/(1-S') at lowest pole = 0.907353
G(0.5+1.0i) by time integral = 0.370111-0.219217j /t
G(0.5+1.0i) by Lehmann sum = 0.370111-0.219217j /t
--- all momenta ---
k = 0*pi/2: h = -2.000 t, poles 4, zeros 3
k = 1*pi/2: h = 0.000 t, poles 6, zeros 5
k = 2*pi/2: h = 2.000 t, poles 4, zeros 3
k = 3*pi/2: h = 0.000 t, poles 6, zeros 5
--- site orbital ---
Poles of G_11: 14, zeros: 13
First zero above the removal poles = -0.666860 t
Residue of scalar S there = 1.239311 t^2
Matrix element Sigma_11 there = 0.868835 t
Distance to nearest pole of matrix Sigma = 2.438241 t
--- U = 0 ring ---
Poles of site element (t): -2.000000  -0.000000  2.000000
Weights: 0.250000  0.500000  0.250000
Zeros of site element (t): -1.414214  1.414214
Residues of scalar S (t^2): 1.000000  1.000000
Smallest G_12 between its poles at -2t and 2t = 0.2500 /t
```
